# How far doubling the dose moves a Gaussian implant's deep junction: a program that tests the result

```python
"""
Result under test: a Gaussian implant whose deep junction lies 4 straggles
beyond the projected range has that junction moved deeper by
sqrt(16 + 2 ln 2) - 4 = 0.1697 straggles when the dose is doubled at fixed
background, projected range and straggle.

Symbols: dose = implanted ions per area (cm^-2); R = projected range (nm);
sigma = straggle (nm); NB = uniform background doping (cm^-3);
u = (junction depth - R) / sigma on the deep side.
Material inputs are rough typical values for boron near 100 keV in silicon.
"""
import numpy as np
from scipy.fft import dct, idct
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.stats import norm

CM_PER_NM = 1e-7
R, sigma, NB = 300.0, 70.0, 2.0e15
LN2 = np.log(2.0)


def log_gauss(x, dose, rng, strag):
    """Natural log of the implanted concentration in cm^-3."""
    return np.log(dose / CM_PER_NM) + norm.logpdf(x, rng, strag)


def deep_root(dose, rng, strag, background):
    """Deep junction found numerically from the profile itself."""
    return brentq(lambda x: log_gauss(x, dose, rng, strag)
                  - np.log(background), rng, rng + 15 * strag, xtol=1e-10)


# --- Ideal Gaussian: dose for u = 4, then doubled -------------------------
peak = NB * np.exp(8.0)
dose = peak * np.sqrt(2 * np.pi) * sigma * CM_PER_NM
area = quad(lambda x: peak * np.exp(-(x - R)**2 / (2 * sigma**2)),
            R - 12 * sigma, R + 12 * sigma, points=[R])[0] * CM_PER_NM
assert abs(area / dose - 1) < 1e-8
lost_fraction = norm.cdf(0.0, R, sigma)
assert lost_fraction < 1e-4

xj1 = deep_root(dose, R, sigma, NB)
xj2 = deep_root(2 * dose, R, sigma, NB)
shift = (xj2 - xj1) / sigma
exact = 2 * LN2 / (np.sqrt(16 + 2 * LN2) + 4)
linear = LN2 / 4
second = linear - LN2**2 / (2 * 4**3)
assert abs((xj1 - R) / sigma - 4) < 1e-8
assert abs(shift - exact) < 1e-8
assert round(shift, 2) == 0.17
assert shift < linear and abs(second - shift) < 0.1 * abs(linear - shift)

# Local logarithmic slope at the junction, by finite difference
h = 0.01
slope = (log_gauss(xj1 + h, dose, R, sigma)
         - log_gauss(xj1 - h, dose, R, sigma)) / (2 * h)
assert abs(slope * sigma + 4) < 1e-6

# Range, straggle and background must drop out of the reduced shift
for rng, strag, back in [(50.0, 20.0, 1e17), (900.0, 130.0, 3e14)]:
    d = back * strag * CM_PER_NM / norm.pdf(4.0)
    s = (deep_root(2 * d, rng, strag, back)
         - deep_root(d, rng, strag, back)) / strag
    assert abs(s - exact) < 1e-8

# Other starting depths
table = []
for u in (1.0, 2.0, 3.0, 4.0, 5.0):
    d = NB * sigma * CM_PER_NM / norm.pdf(u)
    s = (deep_root(2 * d, R, sigma, NB) - deep_root(d, R, sigma, NB)) / sigma
    assert abs(s - (np.sqrt(u * u + 2 * LN2) - u)) < 1e-8
    table.append((u, s))
assert all(a[1] > b[1] for a, b in zip(table, table[1:]))

# Dose factor for one whole straggle, from u = 4 to u = 5
factor = np.exp(4.5)
assert abs(deep_root(factor * dose, R, sigma, NB) - R - 5 * sigma) < 1e-6

# Crossing on the surface side of the peak
shallow = [brentq(lambda x: log_gauss(x, q, R, sigma) - np.log(NB), 0, R)
           for q in (dose, 2 * dose)]
assert shallow[1] < shallow[0]


# --- Diffusion: spectral solution with a reflecting surface ---------------
def annealed_numeric(q, two_Dt):
    """Deep junction (nm) and near-surface concentration (cm^-3)."""
    n = 4000
    x = np.arange(n) + 0.5
    k = np.pi * np.arange(n) / n
    modes = dct(np.exp(log_gauss(x, q, R, sigma)), norm="ortho")
    conc = idct(modes * np.exp(-k**2 * two_Dt / 2), norm="ortho")
    i = np.where(conc > NB)[0][-1]
    a, b = np.log(conc[i] / NB), np.log(conc[i + 1] / NB)
    return x[i] + a / (a - b), conc[0]


def annealed_formula(q, two_Dt):
    width = np.sqrt(sigma**2 + two_Dt)
    ratio = q / (np.sqrt(2 * np.pi) * width * CM_PER_NM * NB)
    return R + width * np.sqrt(2 * np.log(ratio))


D_boron = 1.5e-14          # cm^2/s, rough value at 1000 C
time_s = 1800.0
furnace = 2 * D_boron / CM_PER_NM**2 * time_s
ted = 50.0**2              # nm^2, illustrative added variance at first dose
cases = [(dose, furnace), (2 * dose, furnace), (dose, ted), (2 * dose, 2 * ted)]
numeric = [annealed_numeric(*c) for c in cases]
for c, result in zip(cases, numeric):
    assert abs(result[0] - annealed_formula(*c)) < 0.02
f1, f2, t1, t2 = [result[0] for result in numeric]
assert numeric[0][1] > NB          # surface-side crossing has gone
assert t2 - t1 > 2 * (xj2 - xj1)

# --- Channelling: exponential tail joined with equal value and slope ------
decay = 50.0               # nm, rough
join = R + sigma**2 / decay


def log_tail_shape(x):
    if x < join:
        return norm.logpdf(x, R, sigma)
    return norm.logpdf(join, R, sigma) - (x - join) / decay


tail_norm = (quad(lambda x: np.exp(log_tail_shape(x)), R - 12 * sigma, join)[0]
             + quad(lambda x: np.exp(log_tail_shape(x)),
                    join, join + 40 * decay)[0])
c1, c2 = [brentq(lambda x: np.log(q / (CM_PER_NM * tail_norm * NB))
                 + log_tail_shape(x), R, R + 40 * sigma)
          for q in (dose, 2 * dose)]
assert abs((c2 - c1) - decay * LN2) < 1e-6

# --- Skewed profile: Pearson IV from its differential equation ------------
skew, kurt = -0.8, 4.5     # rough
A = 10 * kurt - 12 * skew**2 - 18
a1 = -skew * (kurt + 3) / A
b0 = -(4 * kurt - 3 * skew**2) / A
b2 = -(2 * kurt - 3 * skew**2 - 6) / A
assert a1**2 - 4 * b0 * b2 < 0     # condition for type IV
s = np.linspace(-40, 12, 52001)
log_f = cumulative_trapezoid((s - a1) / (b0 + a1 * s + b2 * s**2), s, initial=0)
log_f -= log_f.max()
log_f -= np.log(trapezoid(np.exp(log_f), s))
moments = [trapezoid(s**m * np.exp(log_f), s) for m in (1, 2, 3, 4)]
assert np.allclose(moments, [0, 1, skew, kurt], atol=1e-3)
deep = (s > 0.5) & (s < 8)
p1, p2 = [R + sigma * np.interp(np.log(q / (sigma * CM_PER_NM * NB)),
                                -log_f[deep], s[deep])
          for q in (dose, 2 * dose)]
pearson_surface = (dose / (sigma * CM_PER_NM)
                   * np.exp(np.interp(-R / sigma, s, log_f)))
assert p1 < xj1 and p2 - p1 < xj2 - xj1
assert pearson_surface > NB

solubility = 1e20          # cm^-3, rough, boron in silicon near 1000 C
assert 2 * peak < solubility

# --- Printed numbers ------------------------------------------------------
print(f"Projected range (rough input): {R:.0f} nm")
print(f"Straggle (rough input): {sigma:.0f} nm")
print(f"Background doping (input): {NB:.2e} cm^-3")
print(f"Peak-to-background ratio at u = 4: {peak / NB:.1f}")
print(f"Peak concentration, first dose: {peak:.3e} cm^-3")
print(f"First dose: {dose:.3e} cm^-2")
print(f"Doubled dose: {2 * dose:.3e} cm^-2")
print(f"Fraction of Gaussian outside wafer: {lost_fraction:.1e}")
print(f"2 ln 2: {2 * LN2:.4f}")
print(f"u after doubling: {(xj2 - R) / sigma:.4f}")
print(f"Shift: {shift:.4f} straggles")
print(f"Linear estimate: {linear:.4f} straggles")
print(f"Second-order estimate: {second:.4f} straggles")
print(f"Deep junction, first dose: {xj1:.1f} nm")
print(f"Deep junction, doubled dose: {xj2:.1f} nm")
print(f"Shift: {xj2 - xj1:.2f} nm")
print(f"Depth for a fall by factor e at junction: {-1 / slope:.1f} nm")
for u, move in table:
    print(f"Shift on doubling from u = {u:.0f}: {move:.4f} straggles")
print(f"Dose factor to go from u = 4 to u = 5: {factor:.1f}")
print(f"Surface-side crossing, first dose: {shallow[0]:.1f} nm")
print(f"Surface-side crossing, doubled dose: {shallow[1]:.1f} nm")
print(f"Boron diffusivity at 1000 C (rough input): {D_boron:.1e} cm^2/s")
print(f"Furnace time (input): {time_s / 60:.0f} min")
print(f"Furnace added variance 2Dt: {furnace:.0f} nm^2")
print(f"Furnace-broadened straggle: {np.sqrt(sigma**2 + furnace):.1f} nm")
print(f"Furnace: junctions {f1:.1f} and {f2:.1f} nm, shift {f2 - f1:.1f} nm")
print(f"Furnace: surface concentration {numeric[0][1]:.1e} cm^-3")
print(f"Transient diffusion: added variance {ted:.0f}, then {2 * ted:.0f} nm^2")
print(f"Transient: junctions {t1:.1f} and {t2:.1f} nm, shift {t2 - t1:.1f} nm")
print(f"Channelling decay length (rough input): {decay:.0f} nm")
print(f"Channelling: junctions {c1:.1f} and {c2:.1f} nm, shift {c2 - c1:.1f} nm")
print(f"Pearson IV skewness, kurtosis (rough inputs): {skew}, {kurt}")
print(f"Pearson IV: junctions {p1:.1f} and {p2:.1f} nm, shift {p2 - p1:.1f} nm")
print(f"Pearson IV: surface concentration {pearson_surface:.1e} cm^-3")
print(f"Peak concentration, doubled dose: {2 * peak:.2e} cm^-3")
print(f"Boron solubility near 1000 C (rough input): {solubility:.0e} cm^-3")
print("all good")
```

Printed output:

```
Projected range (rough input): 300 nm
Straggle (rough input): 70 nm
Background doping (input): 2.00e+15 cm^-3
Peak-to-background ratio at u = 4: 2981.0
Peak concentration, first dose: 5.962e+18 cm^-3
First dose: 1.046e+14 cm^-2
Doubled dose: 2.092e+14 cm^-2
Fraction of Gaussian outside wafer: 9.1e-06
2 ln 2: 1.3863
u after doubling: 4.1697
Shift: 0.1697 straggles
Linear estimate: 0.1733 straggles
Second-order estimate: 0.1695 straggles
Deep junction, first dose: 580.0 nm
Deep junction, doubled dose: 591.9 nm
Shift: 11.88 nm
Depth for a fall by factor e at junction: 17.5 nm
Shift on doubling from u = 1: 0.5448 straggles
Shift on doubling from u = 2: 0.3208 straggles
Shift on doubling from u = 3: 0.2228 straggles
Shift on doubling from u = 4: 0.1697 straggles
Shift on doubling from u = 5: 0.1368 straggles
Dose factor to go from u = 4 to u = 5: 90.0
Surface-side crossing, first dose: 20.0 nm
Surface-side crossing, doubled dose: 8.1 nm
Boron diffusivity at 1000 C (rough input): 1.5e-14 cm^2/s
Furnace time (input): 30 min
Furnace added variance 2Dt: 5400 nm^2
Furnace-broadened straggle: 101.5 nm
Furnace: junctions 696.4 and 714.0 nm, shift 17.6 nm
Furnace: surface concentration 1.0e+17 cm^-3
Transient diffusion: added variance 2500, then 5000 nm^2
Transient: junctions 639.6 and 706.4 nm, shift 66.8 nm
Channelling decay length (rough input): 50 nm
Channelling: junctions 747.7 and 782.4 nm, shift 34.7 nm
Pearson IV skewness, kurtosis (rough inputs): -0.8, 4.5
Pearson IV: junctions 508.9 and 516.2 nm, shift 7.2 nm
Pearson IV: surface concentration 2.9e+16 cm^-3
Peak concentration, doubled dose: 1.19e+19 cm^-3
Boron solubility near 1000 C (rough input): 1e+20 cm^-3
all good
```
